# Comparing tight-binding structure energies at equal repulsion or equal second moment, part 3

At what sizes should the bond energies of two crystal structures $s=1,2$ be compared to find the more stable? Hartree atomic units are used; energies are per atom unless a cluster is named. The repulsive energy $x$ is the size coordinate, a prime means $d/dx$, and $U_s(x)=x+B_s(x)$, with $B_s$ the bond energy, is lowest at $x_s$. With $\Delta U=U_2(x_2)-U_1(x_1)$ and $D(x)=B_2(x)-B_1(x)$, the structural energy difference theorem gives $D(x_2)\le\Delta U\le D(x_1)$; the second-order correction to $D(x_1)$ is $-D'(x_1)^2/2U_1''(x_1)$.

One test is a rhombus of four $s$ orbitals with two electrons, hopping $-h_0e^{-q(r/R_0-1)}$ and repulsion $\phi_0e^{-p(r/R_0-1)}$ at distance $r$, its angle opened by $\delta$ from $70^\circ$.

For a canonical $d$ band, $(dd\sigma,dd\pi,dd\delta)=(-6,4,-1)\,h(R)$, the squared bond integrals sum to $70h^2$. Take pair repulsion $\phi$ and

$$h(R)=h_0\,(R_0/R)^n,\qquad\phi(R)=\phi_0\,(R_0/R)^p,\qquad\lambda=p/n .$$

With neighbours at $Rd_j$, $S_k=\sum_jd_j^{-k}$ and $a=14$, the second moment $\mu_2$ of the density of states obeys

$$x=\tfrac12\phi_0\,(R_0/R)^pS_p,\qquad\mu_2=a\,h_0^2\,(R_0/R)^{2n}S_{2n},$$

$$U^{\rm bond}=-b\,\sqrt{\mu_2}.$$

At equal $x$ the moments have the ratio

$$r=\frac{\mu_{2,2}}{\mu_{2,1}}=\frac{S_{2n,2}}{S_{2n,1}}\left(\frac{S_{p,1}}{S_{p,2}}\right)^{2/\lambda}.$$

With $1+\epsilon=(b_2/b_1)\sqrt r$ and $B_1=B_1(x_1)=-\lambda x_1$,

$$\Delta U=-(\lambda-1)x_1\left[(1+\epsilon)^{\lambda/(\lambda-1)}-1\right],$$

$$D(x_1)=-\lambda x_1\epsilon,\qquad D(x_2)=-\lambda x_1\epsilon\,(1+\epsilon)^{1/(\lambda-1)},$$

and the correction is $-\lambda x_1\epsilon^2/[2(\lambda-1)]$. Second-moment scaling, which compares at equal $\mu_2$, estimates $L=B_1(b_2/b_1-1)$. At $\lambda=2$, $L=D(x_1)$ and the mean of the bounds is exact.

Orbital overlap suggests $\lambda\approx2$. With overlap matrix $1+O$, $Hc=E(1+O)c$, where $O_{ii}=H_{ii}=0$ and $E$ is measured from the on-site level. Löwdin orthogonalization gives $H'=(1+O)^{-1/2}H(1+O)^{-1/2}$. If $O=-\kappa H$ with $\kappa>0$, its diagonal elements are $\kappa(H^2)_{ii}$ to first order, and $N_i$ electrons in each orbital $i$ raise the energy by $\kappa\sum_iN_i(H^2)_{ii}$.

That is not the whole first-order shift. With $O=-\kappa H$ an eigenvector of $H$ with eigenvalue $e$ solves the generalized problem, $e=E(1-\kappa e)$, so $E=e/(1-\kappa e)=e+\kappa e^2+\dots$, and the total shift is $2\kappa\sum_{\rm occ}e^2=\kappa\,{\rm Tr}(PH^2)$, where $P=2\sum_{\rm occ}cc^{\rm T}$ is the density matrix. The diagonal of $P$ gives the term above, and the off-diagonal elements give three-centre terms $\kappa P_{ij}(H^2)_{ji}$. A ring of six atoms with nearest-neighbour hopping $h<0$ has levels $2h\cos(2\pi k/6)$, that is $-2|h|$, $-|h|$ twice, $|h|$ twice and $2|h|$, and $(H^2)_{ii}=2h^2$. With six electrons the full shift is $2(4+1+1)=12$ in units of $\kappa h^2$ and the diagonal part is $6\times1\times2=12$. They agree because the only off-diagonal elements of $H^2$ join second neighbours, and there $P_{i,i+2}=\tfrac26[1+2\cos(4\pi/6)]=0$. The same agreement holds for any half-filled band that is symmetric about zero and has $N_i=1$ in every orbital, as for equivalent sites: the occupied levels supply half of ${\rm Tr}H^2$, so the full shift is $\kappa\,{\rm Tr}H^2$, and the diagonal part $\kappa\sum_i(H^2)_{ii}$ is the same. With two electrons the full shift is $2\times4=8$ and the diagonal part is $6\times\tfrac13\times2=4$; the other 4 comes from twelve ordered second-neighbour pairs with $P=\tfrac13$ and $(H^2)_{i,i+2}=h^2$. In the single-scale case the full first-order shift is still of the form $A_s\mu_2$, but $A_s$ depends on the structure and the filling. This form holds only while $\kappa|e|\ll1$, and whether the minimum it produces lies in that range depends on the filling. For a dimer with two electrons the truncated energy $2(-|h|+\kappa h^2)$ has its minimum at $\kappa|h|=\tfrac12$, where the expansion has already failed. The exact level $E=-|e|/(1+\kappa|e|)$ for $e<0$ has slope $-1/(1+\kappa|e|)^2$ with respect to $|e|$, so when no occupied level lies above zero the energy keeps falling as the atoms approach and there is no minimum. A nearly full band behaves differently, because $b$ is small there. In a ring of 20 atoms with 38 electrons only the top level $2|h|$ is empty, the truncated energy is $-4|h|+2\kappa(40-4)h^2$, and its minimum at $\kappa|h|=1/36$ has no level with $\kappa|e|$ above $0.056$; the generalized problem has its minimum at the same place to that accuracy. The theorem allows the three-centre terms to be moved into $B$, but then a plain Hückel band energy is not the whole of $B$. Real repulsion also contains core overlap and electrostatic terms that have no reason to follow $h^2$. The overlap argument makes $\lambda\approx2$ plausible and does not prove it.

A canonical $d$ band shows the sizes involved. The inputs are chosen values for a non-magnetic model: $N_d=7$ electrons per atom, $n=5$, $R_0=4.8$ bohr $=2.5401$ Å and $h_0=0.005$ Ha $=0.1361$ eV. The reference is fcc with 12 neighbours, compared with bcc with 8 neighbours at $R$ and 6 at $2R/\sqrt3$, and simple cubic (sc) with 6. The shells counted are fixed as the lattices are scaled. For bcc the lattice sums are $S_k=8+6(\sqrt3/2)^k$, giving $S_{10}=9.4238$ and $S_{15}=8.6936$. For fcc at $R_0$, $\mu_2=14\times12\times0.005^2=0.004200$ Ha$^2=3.1099$ eV$^2$. Diagonalizing the $5\times5$ Bloch Hamiltonian on a $20^3$ mesh and filling the lowest levels gives $b=3.43832$ for fcc, $3.24434$ for bcc and $3.59334$ for sc. A $32^3$ mesh gives $3.43829$, $3.24396$ and $3.59288$, so the third decimal is nearly settled, which corresponds to about a meV in the energies. A $66^3$ mesh gives $3.43826$, $3.24393$ and $3.59299$ and raises each $\Delta U$ in the table below by $0.4$ to $0.6$ meV. The further digits below refer to the $20^3$ mesh and are kept only so that the closed forms can be compared with direct minimization. The fcc bond energy is $B_1=-3.43832\sqrt{0.004200}=-0.222829$ Ha $=-6.0635$ eV. In each case $\phi_0$ is fixed by requiring fcc to be in equilibrium at $R_0$, that is $x_1=-B_1/\lambda$ and $x_1=\tfrac12\cdot12\,\phi_0$.

For $p=10$, $\lambda=2$, this gives $x_1=0.222829/2=0.111414$ Ha, $\phi_0=x_1/6=0.018569$ Ha and $U_1=-0.111414$ Ha $=-3.0317$ eV. Equal repulsion for bcc requires $(R_0/R)^{10}S_{10}=12$, so $R=4.8\,(9.4238/12)^{1/10}=4.6854$ bohr $=2.4794$ Å, and equal second moment is the same equation. Then $\epsilon=3.24434/3.43832-1=-0.05642$ and $D(x_1)=L=0.222829\times0.05642=0.012572$ Ha $=0.3421$ eV. The correction is $-x_1\epsilon^2=-0.111414\times0.05642^2=-0.000355$ Ha, and the sum $0.012572-0.000355=0.012217$ Ha $=0.3324$ eV is what direct minimization gives, at $R=4.7401$ bohr. The lower bound is $D(x_2)=0.012572\times(1-0.05642)=0.011862$ Ha, and the mean of the bounds is again $0.012217$ Ha, as it must be at $\lambda=2$. For sc, $R=4.8\,(6/12)^{1/10}=4.4786$ bohr, $\epsilon=3.59334/3.43832-1=+0.04508$, $D(x_1)=L=-0.010046$ Ha, the correction is $-0.000226$ Ha and $\Delta U=-0.010273$ Ha $=-0.2795$ eV. The volumes at equal repulsion are $78.200$ bohr$^3$ (fcc), $79.180$ bohr$^3$ (bcc) and $89.829$ bohr$^3$ (sc), or $11.588$, $11.733$ and $13.311$ Å$^3$. An equal-volume comparison squeezes bcc and sc to the fcc volume and credits them with bond energy that is paid for in uncounted repulsion. Since the bond energy scales as $R^{-5}\propto V^{-5/3}$, bcc, whose bond energy at equal repulsion is $-0.222829+0.012572=-0.210257$ Ha, would get $-0.210257\,(79.180/78.200)^{5/3}=-0.2147$ Ha. That is a difference from fcc of $0.0082$ Ha $=0.22$ eV instead of $0.33$ eV, so a volume mismatch of about one per cent already costs a third of the answer. For sc, $-0.232875\,(89.829/78.200)^{5/3}=-0.2934$ Ha gives $-0.0706$ Ha $=-1.92$ eV instead of $-0.28$ eV.

The sc result may be unexpected: at $N_d=7$ and $\lambda=2$ this model places simple cubic below fcc, and bcc above both. The program confirms it by direct minimization, so it is a property of the model, a bare $d$ band with these shells and a repulsion proportional to $\mu_2$. It says nothing against the theorem, and it is not a prediction for any real metal. The order is sensitive to the shells counted: at $\lambda=2$ the sc–fcc difference goes from $-0.28$ eV to $-0.11$ eV when sc and fcc each have 18 neighbours and to about zero with 26 and 42, and bcc with its 8 nearest neighbours alone lies $0.23$ eV below twelve-neighbour fcc. The order is sensitive to filling: at $N_d=5$ the values are $b=4.42148$ (bcc), $4.35831$ (fcc) and $4.13438$ (sc), and for $\lambda=2$ bcc is then lowest and sc highest. On a $66^3$ mesh these three values move by up to $6\times10^{-4}$, to $4.4214$, $4.3581$ and $4.1338$, which leaves the order unchanged.

For $p=15$, $\lambda=3$, the reference has $x_1=0.222829/3=0.074276$ Ha, $\phi_0=0.012379$ Ha and $U_1=-2x_1=-0.148553$ Ha $=-4.0423$ eV. The estimate $L$ does not know about $p$ and is unchanged. For bcc, equal repulsion now puts $R=4.8\,(8.6936/12)^{1/15}=4.6980$ bohr, against $4.6854$ bohr for equal moment, and $r=(9.4238/12)(12/8.6936)^{2/3}=0.97357$. Then $\epsilon=(1-0.05642)\sqrt{0.97357}-1=-0.06897$ and $D(x_1)=0.222829\times0.06897=0.015369$ Ha. The correction is $-\tfrac34x_1\epsilon^2=-0.75\times0.074276\times0.06897^2=-0.000265$ Ha, and the exact value is $0.015101$ Ha, the small remainder being the cubic term. Second-moment scaling lies below the equal-repulsion estimate by $D(x_1)-L=0.002797$ Ha $=0.0761$ eV, about ten times the second-order error of the theorem, but its sign is right. For sc, $R=4.8\times2^{-1/15}=4.5832$ bohr, $r=2^{-1/3}=0.79370$, $\epsilon=1.04508\sqrt{0.79370}-1=-0.06894$, and $D(x_1)=0.015361$ Ha against the exact $0.015093$ Ha. Here $D(x_1)-L=0.025407$ Ha $=0.6914$ eV, larger than $L$ itself. The energies relative to fcc, in eV, are:

| case | $D(x_2)$ | $\Delta U$ | $D(x_1)$ | $L$ |
|---|---|---|---|---|
| bcc, $\lambda=2$ | 0.3228 | 0.3324 | 0.3421 | 0.3421 |
| sc, $\lambda=2$ | −0.2857 | −0.2795 | −0.2734 | −0.2734 |
| bcc, $\lambda=3$ | 0.4035 | 0.4109 | 0.4182 | 0.3421 |
| sc, $\lambda=3$ | 0.4033 | 0.4107 | 0.4180 | −0.2734 |

In the last row second-moment scaling has the wrong sign: it puts sc $0.27$ eV below fcc when the model puts it $0.41$ eV above, while the comparison at equal repulsion is within $0.01$ eV in all four rows. The sc–fcc order changes where $\epsilon=0$, that is where $(\tfrac12-\tfrac1\lambda)\ln2=\ln(1.04508)$, at a $\lambda$ between 2 and 3. The near equality of the bcc and sc energies at $\lambda=3$ is an accident of the chosen inputs, a smaller $b$ in one case and a smaller $r$ in the other, and the gap between them is below the mesh error in $b$, so their relative order there is not resolved. A calculation that compares structures of similar packing, such as fcc and bcc, can use second-moment scaling provided the error is estimated from $r$ over the plausible range of $\lambda$, on which $r$ depends (at $\lambda=3$ the error is $0.07$ eV on a difference of $0.41$ eV, enough to change the sign of a small difference). The ratio $r$ also depends on the shells counted, and its formula assumes power laws and a single on-site level. If bcc is given only its 8 nearest neighbours, $r=(8/12)^{1/3}=0.874$ at $\lambda=3$, and $L=-0.23$ eV has the wrong sign against $\Delta U=+0.18$ eV. A calculation that compares different coordinations needs a well-determined $\lambda$, or the repulsion itself.

The numerical check below tests the main results by separate routes. For the rhombus it works with 40 digits, finds each equilibrium and each equal-repulsion size by root finding, and asserts the two bounds, the second-order coefficient and the error ratios 4 and 8. For the ring it solves the generalized eigenvalue problem and builds the Löwdin Hamiltonian numerically, and compares them with $e/(1-\kappa e)$, with $\kappa(H^2)_{ii}$ and with the shifts 12 and 8. For the $d$ band it compares a block built from $\sigma$, $\pi$, $\delta$ projectors with the Slater–Koster expression for the $xy$–$xy$ element, checks that the trace of the squared block is 70 for an oblique bond, compares the variance of the eigenvalues with the real-space sum for $\mu_2$, and checks that $b$ does not change with scale. It then minimizes each total energy directly, rediagonalizing at every lattice constant, and compares the results with the closed forms for $\Delta U$, $D(x_1)$, $r$ and $D(x_1)-L$, asserting that the equal-repulsion and equal-moment distances coincide for $p=10$ and differ for $p=15$.

## Computed values

```
1 Ha = 27.211386 eV, 1 bohr = 0.529177 A
rhombus inputs: h0=0.05 Ha, phi0=0.02 Ha, q=3, p=9, R0=5 bohr, 70 deg
rhombus ref: R=5.02686 bohr x1=0.081316 Ha B1=-0.237051 Ha U''=8.04878 1/Ha
 delta=1e-01 rad: dU=3.662466e-03 D1=3.665305e-03 D2=3.659608e-03 Ha
   dU-D1=-2.8395e-06 predicted=-2.8215e-06 dU-mean=9.092e-09 Ha
 delta=1e-04 rad: dU=3.969859e-06 D1=3.969861e-06 D2=3.969856e-06 Ha
   dU-D1=-2.6128e-12 predicted=-2.6128e-12 dU-mean=8.773e-18 Ha
 delta=5e-05 rad: dU=1.984966e-06 D1=1.984967e-06 D2=1.984966e-06 Ha
   dU-D1=-6.5313e-13 predicted=-6.5312e-13 dU-mean=1.096e-18 Ha
 error ratios on halving delta: 4.0004, 8.0009
ring 6 electrons: shift=12.0000, diagonal part=12.0000 (kappa h^2)
ring 2 electrons: shift=8.0000, diagonal part=4.0000 (kappa h^2)
d inputs: N_d=7.0, h0=0.005 Ha=0.1361 eV, R0=4.8 bohr=2.5401 A, n=5, mesh 20^3
fcc: S10=12.0000 S15=12.0000 b=3.43832 b(32^3)=3.43829 b(N=5)=4.35831
bcc: S10=9.4238 S15=8.6936 b=3.24434 b(32^3)=3.24396 b(N=5)=4.42148
sc: S10=6.0000 S15=6.0000 b=3.59334 b(32^3)=3.59288 b(N=5)=4.13438
fcc: mu2=0.004200 Ha^2=3.1099 eV^2, B1=-0.222829 Ha=-6.0635 eV
fcc: volume=78.200 bohr^3=11.588 A^3
p=10 lambda=2.0: phi0=+0.018569 Ha (+0.5053 eV), x1=+0.111414 Ha (+3.0317 eV)
 U1=-0.111414 Ha (-3.0317 eV)
 bcc: R_eq=4.7401 R_rep=4.6854 R_mu2=4.6854 bohr; 2.5084 2.4794 2.4794 A
   V_rep=79.180 bohr^3=11.733 A^3, eps=-0.05642, mu2 ratio r=1.00000
   dU=+0.012217 Ha (+0.3324 eV), D1=+0.012572 Ha (+0.3421 eV)
   D2=+0.011862 Ha (+0.3228 eV), corr=-0.000355 Ha (-0.0096 eV)
   L=+0.012572 Ha (+0.3421 eV), D1-L=+0.000000 Ha (+0.0000 eV)
 sc: R_eq=4.4392 R_rep=4.4786 R_mu2=4.4786 bohr; 2.3491 2.3700 2.3700 A
   V_rep=89.829 bohr^3=13.311 A^3, eps=+0.04508, mu2 ratio r=1.00000
   dU=-0.010273 Ha (-0.2795 eV), D1=-0.010046 Ha (-0.2734 eV)
   D2=-0.010499 Ha (-0.2857 eV), corr=-0.000226 Ha (-0.0062 eV)
   L=-0.010046 Ha (-0.2734 eV), D1-L=+0.000000 Ha (+0.0000 eV)
p=15 lambda=3.0: phi0=+0.012379 Ha (+0.3369 eV), x1=+0.074276 Ha (+2.0212 eV)
 U1=-0.148553 Ha (-4.0423 eV)
 bcc: R_eq=4.7317 R_rep=4.6980 R_mu2=4.6854 bohr; 2.5039 2.4861 2.4794 A
   V_rep=79.819 bohr^3=11.828 A^3, eps=-0.06897, mu2 ratio r=0.97357
   dU=+0.015101 Ha (+0.4109 eV), D1=+0.015369 Ha (+0.4182 eV)
   D2=+0.014829 Ha (+0.4035 eV), corr=-0.000265 Ha (-0.0072 eV)
   L=+0.012572 Ha (+0.3421 eV), D1-L=+0.002797 Ha (+0.0761 eV)
 sc: R_eq=4.6161 R_rep=4.5832 R_mu2=4.4786 bohr; 2.4427 2.4253 2.3700 A
   V_rep=96.276 bohr^3=14.267 A^3, eps=-0.06894, mu2 ratio r=0.79370
   dU=+0.015093 Ha (+0.4107 eV), D1=+0.015361 Ha (+0.4180 eV)
   D2=+0.014822 Ha (+0.4033 eV), corr=-0.000265 Ha (-0.0072 eV)
   L=-0.010046 Ha (-0.2734 eV), D1-L=+0.025407 Ha (+0.6914 eV)
```
